The Amar–Family island-size form for critical size one: fixing its constants

**Problem**

Atoms land on a crystal surface, hop about, and form islands one layer high. The critical size is one: a single atom is mobile, while a pair is already stable. For this case the Amar–Family form proposes the island-size distribution

f(u) = C u exp(−a u^(1/a)), u > 0, (1)

where u = s/S, s is the number of atoms in an island, S is the mean of s over all islands, and C and a are positive constants. Single atoms are not counted as islands.

(a) Show that f must have unit area and unit mean when S is large.

(b) Find the maximum of f. What would change if the factor a in the exponent were replaced by a free constant b?

(c) Reduce the two conditions to one equation for a, and show that it has one positive root.

(d) Find a to two figures, and find C.

(e) Find the standard deviation of u and the share of islands smaller than half the mean.

(f) A lattice simulation with rough values for iron on Fe(100) near room temperature, at a coverage of 0.10 monolayer (ML), gives N = 0.00456 islands per surface site and S = 21.9 atoms. The surface lattice spacing is 0.287 nm. The simulated sizes have ⟨u²⟩ = 1.296 ± 0.008, and 18.8 % of the islands lie below S/2. Apply the form to this film and judge how well it describes it.

**Solution**

**(a) Where the two conditions come from**

Let N_s be the number of islands of s atoms per surface site. The island density and the coverage held in islands are

N = Σ N_s, θ = Σ s N_s, S = θ/N, (2)

with sums from s = 2. The scaling assumption is that the distribution depends on s only through s/S, apart from a prefactor:

N_s = (θ/S²) f(s/S). (3)

When S is large, u changes by the small step 1/S from one size to the next. A sum over s then becomes S times an integral over u, and the lower limit 2/S tends to zero. Counting islands gives

N = (θ/S²) S ∫f du = (θ/S) ∫f du = N ∫f du. (4)

Counting atoms brings in one more factor s = Su:

θ = (θ/S²) S² ∫u f du = θ ∫u f du. (5)

Hence

∫f du = 1, ∫u f du = 1, (6)

both integrals running from 0 to ∞. These conditions express bookkeeping. They fix the constants of an assumed form, but they do not derive that form from the kinetics of growth.

**(b) The maximum, and the role of the factor a**

The logarithm of (1) is ln C + ln u − a u^(1/a). In the derivative of the last term, the factor a cancels the 1/a brought down by the power:

f′/f = 1/u − u^(1/a − 1) = [1 − u^(1/a)]/u. (7)

This is positive for u < 1 and negative for u > 1. The form therefore has one maximum, at u = 1: the most frequent island size equals the mean size. That is a third condition, built into the form in advance.

With a free constant b, the exponential is exp(−b u^(1/a)), and the same derivative gives

f′/f = [1 − (b/a) u^(1/a)]/u, u_peak = (a/b)^a. (8)

There are now three constants and two conditions, so a one-parameter family remains. The number a is fixed because the peak has been tied to the mean.

**(c) One equation for a**

Both conditions need integrals of the type

M_k = ∫u^k exp(−a u^(1/a)) du. (9)

Substitute t = a u^(1/a). Then u = (t/a)^a, and

du = a (t/a)^(a−1) dt/a = (t/a)^(a−1) dt.

The powers of t/a combine to ak + a − 1, so

M_k = a^(1−(k+1)a) ∫t^((k+1)a−1) e^(−t) dt = a^(1−(k+1)a) Γ((k+1)a). (10)

Unit area reads C M₁ = 1, which gives

C = a^(2a−1)/Γ(2a). (11)

With this C, the mean is

m(a) = M₂/M₁ = a^(−a) Γ(3a)/Γ(2a). (12)

Unit mean, m(a) = 1, is therefore

Γ(3a)/Γ(2a) = a^a. (13)

*Existence.* Near zero, Γ(z) ≈ 1/z, so Γ(3a)/Γ(2a) → 2/3 as a → 0, while a^a → 1. Hence m → 2/3. The shape of f explains this value. In the limit the exponential is 1 for u < 1 and 0 for u > 1, so f becomes a triangle rising from u = 0 to a sharp edge at u = 1, whose mean is 2/3. At the other end of a convenient interval, a = 1 gives m = Γ(3)/Γ(2) = 2. Since m is continuous, it equals 1 somewhere between a = 0 and a = 1.

*Uniqueness.* It is enough to show that G(a) = ln m(a) increases for every a > 0. With ψ the derivative of ln Γ,

G′(a) = 3ψ(3a) − 2ψ(2a) − ln a − 1. (14)

Define h(x) = xψ(x). The first two terms are [h(3a) − h(2a)]/a, which is the average of h′(x) over the interval 2a < x < 3a, of length a. The recurrence ψ(x+1) = ψ(x) + 1/x gives h(x) = xψ(x+1) − 1, and therefore

h′(x) = ψ(x+1) + xψ′(x+1). (15)

Each term needs a lower bound. For the second, ψ′(x+1) is the sum of 1/(x+n)² over n = 1, 2, …. The summand decreases with n, so the sum exceeds the integral from n = 1:

ψ′(x+1) > ∫₁^∞ dt/(x+t)² = 1/(x+1). (16)

For the first term, let D(x) = ψ(x+1) − ln(x+½) and y = x + 1. The recurrence gives

D(x) − D(x+1) = ln[(y+½)/(y−½)] − 1/y. (17)

The logarithm is the integral of 1/t from y − ½ to y + ½. Pairing points at equal distances v from the centre gives

∫₀^½ [1/(y−v) + 1/(y+v)] dv = ∫₀^½ 2y/(y²−v²) dv > ∫₀^½ (2/y) dv = 1/y. (18)

So D(x) > D(x+1) > D(x+2) and so on. Because ψ(z) approaches ln z at large z, this decreasing sequence tends to zero. Hence D(x) > 0, that is,

ψ(x+1) > ln(x+½). (19)

Throughout the averaging interval x > 2a, so ln a < ln(x/2). Combining the bounds,

h′(x) − ln a − 1 > ln(x+½) + x/(x+1) − ln(x/2) − 1 = ln(2+1/x) − 1/(x+1). (20)

The right side is positive. For x ≤ 1 the logarithm is at least ln 3 > 1, while the subtracted term is below 1. For x > 1 the logarithm exceeds ln 2 > ½, while the subtracted term is below ½. The average in G′ is thus positive, m(a) increases everywhere, and (13) has one positive root.

The large-a limit shows how steep G is. Stirling's formula gives

G(a) ≈ a [ln(27/4) − 1] − ½ ln(3/2), (21)

with slope 0.9095. This agrees with the smallest slope found numerically for a between 0.001 and 1000.

**(d) The numbers**

The mean can be computed by direct quadrature of (1), with C set by unit area and without gamma functions:

a = 0.265: m = 0.99326
a = 0.270: m = 0.99844
a = 0.275: m = 1.00364

Since m increases with a, the sign change places the root between 0.270 and 0.275. Linear interpolation gives

a ≈ 0.270 + 0.005 × (1 − 0.99844)/(1.00364 − 0.99844) = 0.2715. (22)

Solving (13) gives a = 0.27150, and solving the two conditions by quadrature alone gives the same value. To two figures,

a = 0.27. (23)

At the root, Γ(2a) = 1.6361 and Γ(3a) = 1.1483. Their ratio is 0.7019, equal to a^a as required. From (11),

C = 0.2715^(−0.457)/1.6361 = 1.8145/1.6361 = 1.109. (24)

The peak height is f(1) = C e^(−a) = 0.845.

The slope of m near the root is 0.0052/0.005 = 1.04. Rounding a to 0.270 and renormalizing the area thus leaves the mean only 0.16 % below 1. Conversely, an error of 1 % in the mean would move a by about 0.01. The conditions themselves define a more finely than two figures.

*What a free constant b would allow.* Repeating the integrals of part (c) with b in the exponent changes the mean to b^(−a) Γ(3a)/Γ(2a). Unit mean then requires b^a = Γ(3a)/Γ(2a), and (8) becomes

u_peak = a^a Γ(2a)/Γ(3a) = 1/m(a). (25)

The peak lies at the mean when m(a) = 1, which is equation (13) again. For a = ½ the unit-mean condition gives b^½ = Γ(3/2)/Γ(1) = √π/2, so b = π/4 = 0.785, and the peak moves to u = 0.798. This curve also has unit area and unit mean. Those two conditions alone therefore do not select a = 0.27; they do so together with the peak position built into (1).

**(e) Width and small islands**

The second moment follows from (10) with k = 3:

⟨u²⟩ = M₃/M₁ = a^(−2a) Γ(4a)/Γ(2a) = 1.1875. (26)

Because the mean is 1, the variance is 0.1875 and the standard deviation is 0.433.

For the share below u = ½, the substitution of part (c) changes the upper limit to t = a 2^(−1/a). The share is the regularized lower incomplete gamma function

P(2a, a 2^(−1/a)) = 0.138. (27)

A short estimate explains the size of this number. Since 1/a = 3.68, the exponent at u = ½ is only 0.2715 × 2^(−3.68) ≈ 0.021. The exponential is still close to 1 there, so f ≈ Cu and the share is about C/8 = 0.139.

The same power controls the other side of the peak. The exponent grows as u^3.68, faster than the square in a Gaussian, so the form predicts few islands much larger than the mean.

**(f) A film in the regime of iron on Fe(100)**

*The simulation.* The inputs are rough typical values: temperature 300 K, flux 0.03 ML/s, hop barrier 0.45 eV, and a hop prefactor of 10¹² per second summed over the four directions. The hop rate is 2.76×10⁴ per second, or 9.2×10⁵ times the flux per site. Attachment is irreversible. Each captured atom is placed at the free site nearest to the island's seed, which keeps islands compact. An atom landing on top of an island is moved to its edge. Touching islands are still counted separately. Eight cells of 160 × 160 sites gave 934 islands.

*Sizes in laboratory units.* One site occupies (0.287 nm)², so the island density is

0.00456/(0.287×10⁻⁷ cm)² = 5.5×10¹² cm⁻². (28)

A disc with the area of the mean island has diameter

0.287 nm × √(4 × 21.9/π) = 1.52 nm. (29)

The form predicts a standard deviation of 0.433 × 21.9 = 9.5 atoms. Since θ/S² = N/S, equation (3) gives the density of islands with 22 atoms, close to the peak, as about

N f(1)/S = 5.54×10¹² × 0.845/21.9 = 2.1×10¹¹ cm⁻², (30)

or 3.9 % of all islands.

*Comparison with the simulated sizes.* The form was not fitted to the simulation, and it is too narrow. The simulated variance is 0.296, against 0.188 from the form, so it is larger by 58 % of the form's value. The corresponding standard deviation is √0.296 × 21.9 = 11.9 atoms instead of 9.5. The difference in ⟨u²⟩ is 0.108. The standard error of 0.008 is itself rough, being estimated from only eight films; about 0.013 is more realistic for a sample of this size, which makes the gap about eight errors. The value also depends on the rule that keeps islands compact: placing each atom at the best-coordinated edge site gives ⟨u²⟩ ≈ 1.28, a gap of 0.09. The simulation also has more small islands: 18.8 % below S/2, against 13.8 % from the integral of the form. Summing the form over the whole-number sizes below S/2, from 2 to 10, gives 12.4 %, so discreteness does not explain the gap.

The cell size does not account for the gap. In cells of 80 × 80 sites, ⟨u²⟩ is 1.281, a change of 0.015. The island density is 2.8 % higher there, a difference that includes statistical scatter.

The family with free b shows one way to obtain a broader distribution. Its second moment at unit mean is

⟨u²⟩ = Γ(4a) Γ(2a)/Γ(3a)². (31)

This is 4/π = 1.273 at a = ½ and 3/2 at a = 1. By continuity, some a between ½ and 1 reproduces the simulated 1.296. Since m increases with a, equation (25) then puts the peak below u = 0.80. At a = ½ the share below S/2 is 1 − exp(−π/16) = 17.8 %, or 16.2 % when summed over the whole-number sizes 2 to 10, nearer to the simulated 18.8 % (sampling error about 1.3 points) but still below it. A peak below the mean thus moves both numbers toward the simulated ones. They do not prove that the simulated distribution peaks there, because two summary numbers do not determine a histogram. A distribution with more very small islands and a broad top near the mean gives similar numbers, and this is the shape found at these inputs when atoms are placed at the best-coordinated edge site. There about 7 % of the islands lie below S/4, against 3 % from the form and under 5 % from the free-b curve of matching width, and the top lies between u = 1 and 1.25. The larger discrepancy in the form is then its shortage of very small islands, not the position of its peak.

*Effects left out of the form.* Their sizes for this film are as follows.

- Discreteness: summing the form over integers from s = 2 gives an area of 0.9975 and a first moment (the sum that replaces ∫u f du, labelled "mean" in the output) of 0.9999. The area deficit is mostly the missing s = 1 term, about C/S² = 0.0023. The integrals in part (a) are therefore good to 0.25 % at this S.
- Single atoms: 0.12 % of the deposited atoms remain outside islands. This is why NS = 0.0999 ML rather than 0.10 ML.
- Contact: 6.8 % of the islands touch a neighbour. If touching islands were counted as one, N would fall and S would rise.
- Second layer: 5.4 % of the atoms land on top of an island, near the 5 % expected from a covered fraction that rises from zero to 0.10. The simulation assumes that they all step down. If some stayed, the islands would be smaller in area and a second layer could start.
- Dimer break-up: for a rough bond energy of 0.60 eV, the rate is 10¹² exp[−(0.45 + 0.60) eV/kT] = 2.3×10⁻⁶ per second at 300 K. Growth supplies an average island with F/N = 0.03/0.00456 = 6.6 atoms per second. Critical size one is thus well justified for these inputs.

The last estimate also gives a temperature limit. With flux and island density held at their present values, break-up matches growth when

T = 1.05 eV/[k ln(10¹²/6.58)] ≈ 470 K. (32)

If the density were lower at the higher temperature, F/N would be larger and the crossing would move up. Well before the two rates are equal, a noticeable fraction of pairs breaks up, and a form for critical size one loses its basis.

*Reading the result for a real film.* Critical size one rests here on the break-up estimate above. The energies and the prefactor are rough, so the density and the 1.5 nm diameter are model values for this regime, not measurements or first-principles predictions. Surface steps, strain, atomic exchange, motion of whole pairs and detailed island shapes are absent. Heating weakens the assumption of stable pairs, and higher coverage weakens that of separate islands. Neither changes the root a = 0.27, which belongs to the form and its two conditions; they change how well the form describes the film. Even in the idealized simulation, where pairs never break up, using the form would understate the spread of sizes by roughly 15 to 20 % of the simulated standard deviation, depending on the rule for island shape and on the ratio of hop rate to flux.

The full set of computed values is in the numerical output below.

Calculated quantities

```
a from gamma-function equation: 0.27149983
a from quadrature of the form: 0.27149983
C: 1.109098
Gamma(2a), Gamma(3a): 1.636053, 1.148328
Gamma(3a)/Gamma(2a) and a^a: 0.701889, 0.701889
area and mean by quadrature: 1.00000000, 1.00000000
mean of area-normalized form at a = 0.260: 0.98808
mean of area-normalized form at a = 0.265: 0.99326
mean of area-normalized form at a = 0.270: 0.99844
mean of area-normalized form at a = 0.275: 1.00364
mean of area-normalized form at a = 0.280: 1.00884
lower bound on slope of ln(mean): 0.5805
smallest slope found for a from 0.001 to 1000: 0.9095
peak position u: 1.000000
peak height f(1): 0.84539
second moment of form: 1.18753
standard deviation of u in form: 0.43305
free factor, a = 0.5: b = 0.78540, peak u = 0.79788
temperature: 300 K; flux: 0.03 ML/s
coverage: 0.10 ML; lattice spacing: 0.287 nm
hop barrier: 0.45 eV; dimer bond: 0.60 eV
hop prefactor: 1.0e+12 1/s; hop rate: 2.756e+04 1/s
hop rate / flux: 9.188e+05
simulated islands (8 cells of 160 x 160 sites): 934
island density: 0.00456 per site = 5.54e+12 cm^-2
mean island size S: 21.90 atoms
diameter of disc with mean area: 1.52 nm
standard deviation of size from form: 9.5 atoms
second moment in simulation: 1.296 +- 0.008
share of islands below S/2, form: 13.76 %
share of islands below S/2, simulation: 18.84 %
density shift, 80 x 80 cells against 160 x 160: +2.78 %
second moment in 80 x 80 cells: 1.281
atoms left as monomers: 0.117 %
islands touching a neighbour: 6.75 %
atoms landing on top of islands: 5.36 %
discrete sums from s = 2, area: 0.99750, mean: 0.99989
growth rate per island: 6.58 atoms/s
dimer break-up rate: 2.29e-06 1/s
temperature where break-up equals growth: 473 K
```
